# Mean energy of Maxwellian electrons reaching a wall behind a retarding barrier

**Q.** A plasma normally sits at a higher potential than the wall beside it, so an electron must climb an energy barrier to get out. A higher barrier admits only faster electrons, but it also slows them more. I don't see how the mean energy at the wall can be found without the shape of the barrier.

**A.** Let us first fix what is being averaged. Let $x=0$ be the plasma edge and $x=d$ a planar wall. The electron's potential energy $U(x)$ is constant in time, with $U(0)=0$ and $U(d)=V\ge 0$. For now, no point is higher than the wall: $U(x)\le V$. Electrons move classically and without collisions between edge and wall.

I use atomic units in the algebra, so the electron mass is 1, and I write the temperature $T$ as an energy. Let $\mathbf v$ be the velocity at the edge. Electrons moving towards the wall, $v_x>0$, have the distribution

$$f(\mathbf v)=\frac{n}{(2\pi T)^{3/2}}\,e^{-(v_x^2+v_y^2+v_z^2)/2T}.$$

Here $n$ is the density of the full Maxwellian to which this incoming half belongs. Nothing is assumed about electrons with $v_x<0$; the barrier decides which of them exist.

The quantity sought is the mean kinetic energy per arriving electron, just outside the wall surface. In unit time, electrons of velocity $\mathbf v$ cross unit area of the edge if they started within a distance $v_x$ of it. Their contribution to the flux is therefore $v_x f\,d^3v$. The factor $v_x$ belongs in the average, because fast electrons cross more often.

**Q.** Then do the selection and the slowing. They still seem to compete.

**A.** The force acts along $x$, so $v_y$ and $v_z$ do not change. If $w$ is the normal speed at the wall, energy conservation gives

$$\frac{w^2}{2}+V=\frac{v_x^2}{2},\qquad\text{so}\qquad w^2=v_x^2-2V .$$

An electron arrives if $v_x>\sqrt{2V}$. Otherwise it turns back. The shape of $U$ has already dropped out, because no intermediate point is higher than the wall.

Differentiating at fixed $V$ gives $2w\,dw=2v_x\,dv_x$, that is, $v_x\,dv_x=w\,dw$. Replacing $v_x^2$ by $w^2+2V$ in the exponent then gives

$$v_x\,e^{-v_x^2/2T}\,dv_x=e^{-V/T}\,w\,e^{-w^2/2T}\,dw .$$

The range $v_x>\sqrt{2V}$ becomes $w>0$. The right side is the flux element of an unretarded Maxwellian, multiplied by a constant. The barrier has changed the number of arrivals but not the proportions in which different energies occur among them.

In a steady state each electron that passes the barrier is counted once at the edge and once at the wall. The two velocity integrals over $v_y$ and $v_z$ give $2\pi T$, so the arriving flux is

$$\Gamma=\frac{n}{\sqrt{2\pi T}}\,e^{-V/T}\int_0^\infty w\,e^{-w^2/2T}\,dw
=n\sqrt{\frac{T}{2\pi}}\;e^{-V/T},$$

since the remaining integral equals $T$.

**Q.** So the mean does not depend on $V$. But what is it? I would have guessed $3T/2$, the mean energy in a Maxwellian gas.

**A.** Take the normal part first. With $a=w^2/2$ we have $w\,dw=da$, so the normal energies of arriving electrons have the normalized distribution $e^{-a/T}/T$. Their mean is

$$\langle a\rangle=\frac1T\int_0^\infty a\,e^{-a/T}\,da=T .$$

Each parallel direction keeps its ordinary Gaussian distribution, with $\langle v_y^2\rangle=\langle v_z^2\rangle=T$, and so contributes $T/2$. The kinetic energy $K$ at the wall therefore has the mean

$$\langle K\rangle=T+\frac T2+\frac T2=2T .$$

Your $3T/2$ answers another question: the mean energy of the arriving electrons present in a thin layer at the wall at one instant. A flux becomes a density on division by the normal speed $w$. This removes the factor $w$ and leaves the weight $e^{-w^2/2T}\,dw$ on $w>0$. The mean of $w^2/2$ is then $T/2$, and the total is $3T/2$. By wall heating I mean here the kinetic energy carried to the surface. It is set by energy per arrival, so it takes $2T$. An absorbed electron also releases its binding energy in the solid, a few eV for a metal, which is not counted here.

**Q.** The mean could hide a change in the spread.

**A.** It does not. Let $b=(v_y^2+v_z^2)/2$ be the parallel energy. In polar coordinates $dv_y\,dv_z$ becomes $2\pi\,db$ after integration over angle, so $b$ has the distribution $e^{-b/T}/T$. It is independent of $a$. For $K=a+b$, summing over all divisions of the energy gives

$$P(K)=\int_0^K\frac{e^{-a/T}}T\,\frac{e^{-(K-a)/T}}T\,da=\frac{K}{T^2}\,e^{-K/T}.$$

The integrand does not depend on $a$, which produces the factor $K$. From $\int_0^\infty K^m e^{-K/T}dK=m!\,T^{m+1}$ we get $\langle K\rangle=2T$ and $\langle K^2\rangle=6T^2$. The variance is $6T^2-4T^2=2T^2$, and the standard deviation is $\sqrt2\,T$, again without $V$.

A test by random sampling used $T=3$ eV and $V=3$ eV. Velocities were drawn from a Maxwellian, those below threshold were discarded, and the rest were weighted by $v_x$. The mean was 5.99 eV against the predicted 6 eV, and the standard deviation was 4.22 eV against 4.24 eV. The share of arrivals above $2T$ was 0.4055, against 0.4060 from $P(K)$.

**Q.** Something is still odd. Each electron loses $V$ on the way. How can the plasma's energy loss be independent of $V$?

**A.** It isn't. An electron that reaches the wall with energy $K$ left the edge with $K+V$. The mean energy removed from the plasma per lost electron is therefore $2T+V$.

The same follows from a balance at the edge. Reflected electrons return with their normal velocity reversed and their energy unchanged, so they cancel the incoming electrons below threshold. Write $\epsilon=v_x^2/2$ for the normal energy at the edge and add the mean parallel energy $T$. The net energy flux is

$$Q=\frac{n}{\sqrt{2\pi T}}\int_V^\infty(\epsilon+T)\,e^{-\epsilon/T}\,d\epsilon .$$

Integrating by parts, $\int_V^\infty\epsilon\,e^{-\epsilon/T}d\epsilon=(VT+T^2)e^{-V/T}$. The second term gives $T^2e^{-V/T}$. Hence

$$Q=\frac{n}{\sqrt{2\pi T}}\,T\,(V+2T)\,e^{-V/T}=\Gamma\,(2T+V).$$

The part $2T$ reaches the wall with the electron, and $V$ is work done against the field. At a floating wall with singly charged positive ions, the electron and ion fluxes are equal. Each ion gains $V$ over the same potential difference, so the field passes the power $\Gamma V$ on to the ions.

**Q.** If some electrons never return, the edge distribution is not a full Maxwellian. Doesn't that spoil your starting point?

**A.** It changes the density, not the incoming half. The missing electrons are those with $v_x<-\sqrt{2V}$. Substituting $t=|v_x|/\sqrt{2T}$, their density is

$$\frac{n}{\sqrt{2\pi T}}\int_{\sqrt{2V}}^\infty e^{-v^2/2T}\,dv=\frac n2\,\mathrm{erfc}\sqrt{V/T},\qquad \mathrm{erfc}(z)=\frac{2}{\sqrt\pi}\int_z^\infty e^{-t^2}dt .$$

The actual edge density is therefore $n\left(1-\tfrac12\mathrm{erfc}\sqrt{V/T}\right)$. For $V=0$ nobody returns and it is $n/2$. For $V\gg T$ it approaches $n$. The arrival average needs the incoming half alone and remains $2T$ in both limits.

What does have to be assumed is that the plasma keeps supplying this incoming half, including its fast electrons.

**Q.** You required the wall to be the highest point. Suppose the potential energy has a hump in front of it.

**A.** Then the hump selects the electrons, and they speed up on the way down. Let $U_{\max}$ be the largest value of $U$ between edge and wall, both ends included. Electrons with $\epsilon>U_{\max}$ arrive. Their excess $\epsilon-U_{\max}$ has the distribution $e^{-a/T}/T$, by the argument used before, and hence the mean $T$. At the wall the normal energy is

$$\epsilon-V=(\epsilon-U_{\max})+(U_{\max}-V).$$

Averaging this and adding the parallel energy $T$ gives

$$\langle K\rangle=2T+U_{\max}-V,\qquad \Gamma=n\sqrt{\frac T{2\pi}}\,e^{-U_{\max}/T}.$$

An attracting wall is included: if $V<0$ and no point lies higher than the edge, then $U_{\max}=0$ and the mean is $2T+|V|$. The claim of independence thus belongs to a retarding barrier whose top is at the wall.

These cases were tested by integrating trajectories, with energies in units of $T$ and $s=x/d$:

- For $U=3s^2$, which rises all the way to the wall, the mean was 2.000, as predicted.
- For $U=8s-7s^2$ the derivative $8-14s$ vanishes at $s=4/7$. The peak is $16/7=2.286$ and the wall is at 1. The prediction is $2+2.286-1=3.286$, and the trajectories gave 3.287.
- For the attracting potential $U=-2s^2$ both values were 4.000.

**Q.** How much of this rests on the Maxwellian? Perhaps any reasonable distribution would do.

**A.** Among isotropic distributions with a continuous $f(E)$ and finite energy flux, where $E$ is the kinetic energy at the edge, no other form does. To see this, first find the arriving flux for a general $f(E)$.

Let $u$ be the full speed at the wall, at angle $\theta$ to the normal. Since $v_x\,dv_x=w\,dw$ still holds, the flux element is $w\,f(K+V)\,d^3u$, with $w=u\cos\theta$ and $K=u^2/2$. The integral of $\cos\theta$ over the outgoing hemisphere is $\pi$. Also $u^3du=u^2(u\,du)=2K\,dK$. Therefore

$$d\Gamma=2\pi K f(K+V)\,dK,\qquad
\langle K\rangle=\frac{\int_0^\infty K^2f(K+V)\,dK}{\int_0^\infty Kf(K+V)\,dK}.$$

Define

$$H(V)=\int_V^\infty(E-V)^2f(E)\,dE .$$

With $E=K+V$ this is the numerator. When we differentiate, the contribution of the lower limit vanishes because $(E-V)^2=0$ there, and

$$H'(V)=-2\int_V^\infty(E-V)f(E)\,dE .$$

This is $-2$ times the denominator, so $\langle K\rangle=-2H/H'$. Two further derivatives give $H''=2\int_V^\infty f\,dE$ and $H'''=-2f(V)$.

Now demand the same mean at every $V\ge0$, and call it $2T$. Then $H'=-H/T$, so $H=H(0)\,e^{-V/T}$, and

$$f(V)=-\frac{H'''(V)}2=\frac{H(0)}{2T^3}\,e^{-V/T}.$$

The distribution must be exponential in energy, that is, Maxwellian. Removing a fixed energy from an exponential rescales it and leaves its shape alone.

**Q.** Show me a case where it fails by an amount I would notice.

**A.** Take a Druyvesteyn distribution, $f\propto e^{-(E/E_0)^2}$, whose tail falls faster. Choose $E_0$ so that the mean energy in the bulk is 4.5 eV, the same as for a Maxwellian with $T=3$ eV. Holding both distributions fixed and changing the barrier gives these mean arrival energies:

| Barrier (eV) | Maxwellian (eV) | Druyvesteyn (eV) |
|---:|---:|---:|
| 0 | 6.00 | 5.39 |
| 5 | 6.00 | 3.70 |
| 14 | 6.00 | 2.17 |
| 30 | 6.00 | 1.17 |

The fall follows from the local slope of the tail. Expanding the square,

$$f(K+V)\propto e^{-V^2/E_0^2}\,e^{-2VK/E_0^2}\,e^{-K^2/E_0^2}.$$

For $V\gg E_0$ the last factor is close to 1 over the energies that matter, and the middle one is an exponential with effective temperature $E_0^2/2V$. The mean arrival energy then tends to twice that, $E_0^2/V$. A higher barrier samples a steeper part of the tail.

**Q.** Put the Maxwellian result into a reactor. What would the wall receive?

**A.** Take rough typical values for a low-pressure inductively coupled argon etching plasma: $T=3$ eV, $n=10^{11}$ cm$^{-3}$ and a static wall barrier of $V=14$ eV. Then $V/T=4.667$, and the fraction of incoming electrons that pass is $e^{-4.667}=0.0094$.

Without the barrier the flux would be $2.898\times10^{18}$ cm$^{-2}$ s$^{-1}$; in ordinary units the prefactor is $n\sqrt{T/2\pi m}$, with $m$ the electron mass. With the barrier,

$$\Gamma=0.00940\times2.898\times10^{18}\approx2.72\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

The mean arrival energy is $2\times3=6$ eV, or 0.2205 hartree. With $1\ \text{eV}=1.602\times10^{-19}$ J, the kinetic energy of the arriving electrons heats the wall by

$$2.72\times10^{16}\times6\times1.602\times10^{-19}\ \text{W/cm}^2\approx26\ \text{mW/cm}^2 .$$

Each lost electron removes $6+14=20$ eV from the plasma electrons, which amounts to 87 mW/cm$^2$. About 70 percent of that power, $14/20$, goes into the field. If the ion and electron fluxes are equal and the ions cross without collisions, they carry this part, about 61 mW/cm$^2$, to the same wall. The electrons' 26 mW/cm$^2$ is therefore not the whole heat load. The edge density is 0.99887 of $n$, so the missing returning electrons lower it by about 0.1 percent.

**Q.** Real plasmas have collisions, radio-frequency fields and imperfect surfaces. Which of these moves your 6 eV most?

**A.** Of the effects estimated here, the shape of the tail does. Inelastic collisions and escape to the wall remove fast electrons. If heating and electron–electron collisions do not replace them quickly enough, the tail is depleted. With the barrier held at 14 eV, the Druyvesteyn example lowers the mean from 6.0 to 2.2 eV. It also passes far fewer electrons over that barrier, too few to balance the ion flux. A floating wall would therefore settle at a lower barrier, near 10 eV, where the mean is about 2.7 eV, between the 5 eV and 14 eV rows of the table. That distribution illustrates the sensitivity; it is not a prediction for a particular reactor. The shift can also go the other way. If a small hot population is added to a cooler Maxwellian, a high barrier selects the hot electrons, and the mean rises towards twice their temperature. The parameters above are ordinary for this kind of plasma, but a wafer driven by a strong radio-frequency bias can have a much larger and strongly varying barrier, outside this example.

Surface reflection can also matter, by an amount that depends on the material. Suppose, as a chosen illustration, that 30 percent of arriving electrons below 5 eV are reflected and none above. Weighting $P(K)$ by the absorbed fraction gives a mean of 6.6 eV per absorbed electron, about 9 percent above the arrival mean. The arrival mean itself is unchanged if the reflected electrons are not counted again.

For collisions, take argon at 5 mTorr and 400 K. The gas density $p/k_BT_{\rm gas}$ is $1.21\times10^{14}$ cm$^{-3}$. A rough cross section of $2\times10^{-15}$ cm$^2$ gives a free path of $1/(1.21\times10^{14}\times2\times10^{-15})\approx4.1$ cm, or 41 mm. For a barrier 0.5 mm wide, about twelve Debye lengths here, the collision probability on a straight normal crossing is about $0.5/41=0.012$. Oblique paths are longer, so this is an estimate and not an upper bound.

**Q.** And a barrier that oscillates? You assumed a static one.

**A.** If it changes little while an electron crosses, the static result holds at each instant. With $T$ fixed, the energy flux to the wall is then $2T\,\Gamma(t)$. Its time average divided by the time average of $\Gamma(t)$ is again $2T$, however strongly the flux varies. This requires the wall to remain the highest point.

The correction comes from the finite transit time. In a moving potential the total energy changes at the rate $\partial U/\partial t$. Take a parabolic barrier $U=V(x/d)^2$ and an electron with normal energy $V+T$ at the edge. In atomic units its static transit time is

$$\tau=\int_0^d\frac{dx}{\sqrt{2(V+T)-2V(x/d)^2}}
=\frac d{\sqrt{2V}}\arcsin\sqrt{\frac V{V+T}} .$$

For the example this is 0.256 ns. Let the barrier swing sinusoidally at 13.56 MHz, with an amplitude of at most 3 eV at any point. Then $|\partial U/\partial t|$ is at most $2\pi$ times the frequency times 3 eV. Over the static transit time the total energy changes by at most

$$3\ \text{eV}\times2\pi\times13.56\times10^6\ \text{s}^{-1}\times0.256\times10^{-9}\ \text{s}\approx0.065\ \text{eV},$$

about 1 percent of 6 eV. An electron close to threshold takes longer, but for this shape the arcsine cannot exceed $\pi/2$, so the time stays finite.

**Q.** Two last doubts: quantum statistics, and electrons emitted by the wall itself.

**A.** Let $g$ be the occupation of the zero-velocity state in the full Maxwellian. Counting two spins, and using wave number equal to velocity in atomic units,

$$n=2g\int\frac{d^3k}{(2\pi)^3}\,e^{-k^2/2T}
=2g\,\frac{(2\pi T)^{3/2}}{(2\pi)^3}
=2g\left(\frac T{2\pi}\right)^{3/2}.$$

Hence $g=(n/2)(2\pi/T)^{3/2}$, which is about $3\times10^{-12}$ here. Degeneracy is negligible.

Emission from the wall can change the barrier height. If the wall remains the highest point and the incoming electrons remain Maxwellian at the same $T$, that alters how many plasma electrons arrive and leaves their mean energy at $2T$. If emission is strong enough to build a hump of potential energy in front of the wall, the mean becomes $2T+U_{\max}-V$, because the arriving electrons gain energy on the last part of their path. The numerical output below gives the values behind these estimates.

## Numbers as computed

```
electron temperature T: 3.0 eV
barrier height V: 14.0 eV
electron density: 1.0e+11 cm^-3
V/T: 4.667
fraction passing exp(-V/T): 0.00940
flux without barrier: 2.898e+18 cm^-2 s^-1
flux at wall: 2.725e+16 cm^-2 s^-1
main result, mean arrival energy: 6.0000 eV
same in atomic units: 0.2205 hartree
density-averaged energy at wall: 4.5000 eV
energy removed per lost electron: 20.000 eV
wall heating by electrons: 26.20 mW/cm^2
power removed from electrons: 87.32 mW/cm^2
edge density / full Maxwellian: 0.99887
barrier (eV) | Maxwellian mean (eV) | Druyvesteyn mean (eV)
    0.0 | 6.0000 | 5.3916
    5.0 | 6.0000 | 3.7028
   14.0 | 6.0000 | 2.1653
   30.0 | 6.0000 | 1.1668
sampling, V = 3.0 eV: mean 5.994 eV
sampling: standard deviation 4.224 eV
formula: standard deviation 4.243 eV
share above 2T: sampled 0.4055, law 0.4060
trajectories: wall/T | peak/T | mean/T | formula/T
  monotone: 3.00 | 3.000 | 2.000 | 2.000
  hump: 1.00 | 2.286 | 3.287 | 3.286
  attracting: -2.00 | 0.000 | 4.000 | 4.000
surface reflectivity below 5.0 eV: 0.30
mean energy of absorbed electrons: 6.555 eV
barrier width: 0.50 mm
Debye length: 0.0407 mm
gas pressure: 5.0 mTorr
gas temperature: 400 K
gas density: 1.207e+14 cm^-3
rough cross section: 2.0e-15 cm^2
electron free path: 41.4 mm
collision probability in barrier: 0.0120
drive frequency: 13.56 MHz
barrier swing amplitude: 3.0 eV
transit time at normal energy V+T: 0.256 ns
largest energy shift by swing in transit: 0.065 eV
largest quantum state occupation: 3.19e-12
```
